# Dressed Orbitals and Their Exchange Symmetry in QED Density Functional Theory

Rydberg atomic units are used, $\hbar=2m=1$ and $e^2=2$, so that the kinetic energy of an electron is $-\nabla^2$ and the repulsion of a pair is $w_{ij}=2/|\mathbf r_i-\mathbf r_j|$. Energies are in Ry and lengths in bohr. Consider $N$ electrons with positions $\mathbf r_i$ and spins $\sigma_i$, abbreviated $x_i=(\mathbf r_i,\sigma_i)$, in the field $v(\mathbf r)$ of clamped nuclei. They couple to one cavity mode of energy $\omega$ in the dipole approximation and the length gauge. With $\mathbf R=\sum_i\mathbf r_i$,

$$H=\sum_i\left[-\nabla_i^2+v(\mathbf r_i)\right]+\sum_{i<j}w_{ij}-\partial_p^2+\left(\frac{\omega p}{2}-\boldsymbol\lambda\cdot\mathbf R\right)^2. \tag{1}$$

The mode coordinate $p$ has the unit Ry$^{-1/2}$, and the coupling vector $\boldsymbol\lambda$ the unit Ry$^{1/2}$/bohr. The negative electron charge is absorbed in the sign of $p$. A nuclear dipole would add a constant $c$ inside the square; replacing $p$ by $p-2c/\omega$ removes it. The scale of $p$ gives the free mode the Hamiltonian $-\partial_p^2+\omega^2p^2/4$. Its ground state is $g_0\propto e^{-\omega p^2/4}$, because $g_0''=(\omega^2p^2/4-\omega/2)g_0$, and its levels are $\omega(n+\tfrac12)$. A bound ground state of $H$ is assumed to exist.

In (1) the single coordinate $p$ belongs to no electron, so an orbital of one electron cannot contain it. To give every electron a coordinate of its own, add $N-1$ oscillators that couple to nothing:

$$H'=H+H_{\rm aux},\qquad H_{\rm aux}=\sum_{k=2}^{N}\left(-\partial_{p_k}^2+\frac{\omega^2p_k^2}{4}\right). \tag{2}$$

The two parts act on different variables. If $\Psi_0(x_1,\dots,x_N,p)$ is the physical ground state with energy $E_0$, the enlarged problem has the ground state

$$\Psi_0'=\Psi_0\,\chi_0,\qquad \chi_0\propto e^{-\omega(p_2^2+\cdots+p_N^2)/4},\qquad E_0'=E_0+\frac{(N-1)\omega}{2}. \tag{3}$$

Now set $p_1=p$ and rotate to new coordinates $q_1,\dots,q_N$ by

$$p=\frac{1}{\sqrt N}\sum_{i=1}^N q_i,\qquad p_k=\frac{q_1+\cdots+q_{k-1}-(k-1)q_k}{\sqrt{k(k-1)}}\quad(k\ge2). \tag{4}$$

Each row of coefficients has unit length; for $k\ge2$ the squares sum to $[(k-1)+(k-1)^2]/[k(k-1)]=1$. The coefficients of each row $k\ge2$ sum to zero. Such a row is therefore orthogonal to the first row, which is constant, and to every row $l>k$, which is constant on the first $k$ entries, where row $k$ is nonzero. Writing $p_k=\sum_iO_{ki}q_i$ with $OO^{T}=1$, the chain rule gives

$$\sum_i\partial_{q_i}^2=\sum_{kl}\Big(\sum_iO_{ki}O_{li}\Big)\partial_{p_k}\partial_{p_l}=\sum_k\partial_{p_k}^2,\qquad \sum_iq_i^2=\sum_kp_k^2. \tag{5}$$

Expanding the square in (1) gives $\omega^2p^2/4-\omega p\,\boldsymbol\lambda\cdot\mathbf R+(\boldsymbol\lambda\cdot\mathbf R)^2$. The first term joins the auxiliary potentials to give $\sum_i\omega^2q_i^2/4$. In the other two, terms with equal and unequal indices are separated:

$$-\omega p\,\boldsymbol\lambda\cdot\mathbf R=-\frac{\omega}{\sqrt N}\sum_iq_i\,\boldsymbol\lambda\cdot\mathbf r_i-\frac{\omega}{\sqrt N}\sum_{i<j}\left(q_i\,\boldsymbol\lambda\cdot\mathbf r_j+q_j\,\boldsymbol\lambda\cdot\mathbf r_i\right),$$

$$(\boldsymbol\lambda\cdot\mathbf R)^2=\sum_i(\boldsymbol\lambda\cdot\mathbf r_i)^2+2\sum_{i<j}(\boldsymbol\lambda\cdot\mathbf r_i)(\boldsymbol\lambda\cdot\mathbf r_j).$$

Hence $H'=\sum_ih(i)+\sum_{i<j}W_{ij}$, with the polaritonic one-body and two-body terms

$$h(\mathbf r,q)=-\nabla^2-\partial_q^2+v(\mathbf r)+\frac{\omega^2q^2}{4}-\frac{\omega}{\sqrt N}\,q\,\boldsymbol\lambda\cdot\mathbf r+(\boldsymbol\lambda\cdot\mathbf r)^2, \tag{6}$$

$$W_{ij}=w_{ij}-\frac{\omega}{\sqrt N}\left(q_i\,\boldsymbol\lambda\cdot\mathbf r_j+q_j\,\boldsymbol\lambda\cdot\mathbf r_i\right)+2(\boldsymbol\lambda\cdot\mathbf r_i)(\boldsymbol\lambda\cdot\mathbf r_j). \tag{7}$$

The last term of (7) has the factor 2 because each pair is counted once. For several modes $\alpha$, the same rotation is made for each mode. Every electron then carries one $q_\alpha$ per mode, the mode terms in (6) and (7) are summed over $\alpha$, and the energy offset is $(N-1)\sum_\alpha\omega_\alpha/2$.

Electronic expectation values are unchanged, since $\chi_0$ is normalized. The mode displacement is $\langle p\rangle=\sum_i\langle q_i\rangle/\sqrt N$. With $a_i=\sqrt\omega\,q_i/2+\partial_{q_i}/\sqrt\omega$, the operator $\sum_ia_i^\dagger a_i$ keeps its form under the rotation, so it counts the quanta of $p,p_2,\dots,p_N$ together. The auxiliary modes are empty in (3), and therefore

$$\langle a^\dagger a\rangle_{\Psi_0}=\Big\langle\sum_ia_i^\dagger a_i\Big\rangle_{\Psi_0'}. \tag{8}$$

This is the occupation of the length-gauge oscillator, which is a different operator from the photon number of the Coulomb gauge. Unlike the energy, it depends on the zero of $p$. With a constant $c$ inside the square of (1), the occupation counted in the unshifted coordinate differs from that in the shifted one by $c^2/\omega-c\langle p\rangle$, with $\langle p\rangle$ taken in the shifted coordinate. Moving the origin of the $\mathbf r_i$ adds such a constant. Occupations quoted below refer to (1) as written, with the origin at the center of the system.

The enlarged problem needs its own statement of exchange symmetry. The physical requirement is that $\Psi'$ be antisymmetric when the $x_i$ are exchanged and the $q_i$ stay in place. In that space the ground state is (3). Its factor $\chi_0$ depends on $p_2^2+\cdots+p_N^2=\sum_iq_i^2-p^2$, and $p$ itself is symmetric in the $q_i$. The ground state therefore obeys, for every permutation $\pi$,

$$P^{x}_\pi\Psi'=\operatorname{sgn}(\pi)\,\Psi',\qquad P^{q}_\pi\Psi'=\Psi'. \tag{9}$$

These two conditions are compatible with $H'$, which commutes with $P^x_\pi$ and $P^q_\pi$ separately: after summation over all particles, the bilinear coupling is $-(\omega/\sqrt N)(\sum_iq_i)(\boldsymbol\lambda\cdot\mathbf R)$. A single $W_{ij}$ does not show this symmetry. For excited states, (9) does not remove all copies produced by the auxiliary modes. With $N=2$, for instance, two quanta in $p_2=(q_1-q_2)/\sqrt2$ are even under $q$ exchange. There one must also require empty auxiliary modes.

The product of the two conditions in (9) is antisymmetry under joint exchange of $(x_i,q_i)$, the symmetry of a Slater determinant of dressed orbitals. It is weaker than (9). For two electrons, joint antisymmetry allows $P^x=-1$ with $P^q=+1$, but also $P^x=+1$ with $P^q=-1$. Take parallel spins, and let $E_F$ and $E_B$ be the lowest energies of $H$ for spatially antisymmetric and symmetric functions. The coordinate $p$ is even and $p_2$ is odd under $P^q$, so the unwanted class needs an odd number of auxiliary quanta, at least one. The lowest jointly antisymmetric energy is

$$E'_{\rm joint}=\min\left(E_F+\frac{\omega}{2},\;E_B+\frac{3\omega}{2}\right). \tag{10}$$

It lies below the physical value when $E_F-E_B>\omega$. The electrons then share a spatial orbital, which the exclusion principle forbids, and the auxiliary oscillator supplies the missing sign at the price of one quantum. This does not require coupling. At $\boldsymbol\lambda=0$, equation (10) still holds, and the coupling merely changes $E_F-E_B$.

For a spin singlet the spatial part is symmetric, and the joint symmetry allows $E_B+\omega/2$ or $E_F+3\omega/2$. The operator $H$ is a Schrödinger operator in $(\mathbf r_1,\mathbf r_2,p)$ with a real local potential, whose ground state over all spatial functions can be chosen positive and is unique. Exchange maps it to itself up to a sign, and positivity fixes the sign as $+1$. So $E_B\le E_F$, and the lowest jointly allowed state of a singlet pair satisfies (9) by itself.

For $N$ electrons, the sign can be supplied by the polynomial $V=\prod_{i<j}(q_i-q_j)$, of degree $d=N(N-1)/2$. Its Laplacian is antisymmetric and of degree $d-2$, or zero. Every nonzero antisymmetric polynomial is divisible by $V$ and has degree at least $d$, so $\sum_i\partial_{q_i}^2V=0$. With $G=e^{-\omega\sum_iq_i^2/4}$ and $\partial_{q_i}G=-(\omega q_i/2)G$, the cross term of the kinetic energy is

$$-2\sum_i(\partial_{q_i}V)(\partial_{q_i}G)=\omega G\sum_iq_i\partial_{q_i}V=\omega d\,VG,$$

because $V$ is homogeneous. The remaining terms give $N\omega/2$, and $VG$ has the oscillator energy $\omega(N/2+d)$. A common shift of all $q_i$ leaves $V$ unchanged, so $V$ depends on $p_2,\dots,p_N$ alone and all $d$ extra quanta are auxiliary. Multiplying this auxiliary state by the lowest state symmetric in the $x_i$, of energy $E_B$, gives a jointly antisymmetric state. With $E_F$ now the lowest energy antisymmetric in the $x_i$,

$$E'_{\rm joint}\le\frac{(N-1)\omega}{2}+\min\left(E_F,\;E_B+\frac{N(N-1)}{2}\,\omega\right). \tag{11}$$

For $N\ge3$ this is a bound, since permutation symmetries between the two extremes may lie lower.

A practical check uses the electronic density matrix

$$\gamma_e(x,x')=N\int\Psi'(x,x_2,\dots;q_1,\dots)\,\Psi'^*(x',x_2,\dots;q_1,\dots)\,dx_2\cdots dx_N\,dq_1\cdots dq_N. \tag{12}$$

At fixed $q_i$ a physical $\Psi'$ is an antisymmetric electron function, so the eigenvalues of $\gamma_e$ must lie between 0 and 1. Joint antisymmetry bounds instead the occupation of each dressed orbital $f(x)g_n(q)$. The occupation of $f$ is the sum of these over $n$, and it can exceed 1. The bound on $\gamma_e$ is necessary for (9), but not sufficient, as a dressed singlet pair will show.

In density functional theory the basic variable becomes the dressed density $n(\mathbf r,q)$, normalized to $N$, from which $n(\mathbf r)=\int n(\mathbf r,q)\,dq$. Let $v'(\mathbf r,q)$ denote the potential part of (6). The ground-state energy follows from a constrained search,

$$E_0'=\min_n\left\{F[n]+\int v'n\,d\mathbf r\,dq\right\},\qquad F[n]=\min_{\Psi'\to n}\Big\langle-\sum_i(\nabla_i^2+\partial_{q_i}^2)+\sum_{i<j}W_{ij}\Big\rangle, \tag{13}$$

where the inner search runs over functions that satisfy (9). For two electrons with parallel spins, searching over all jointly antisymmetric functions would give (10) instead. If $n$ is also the ground-state density of noninteracting dressed particles, and the functionals are differentiable, the dressed Kohn–Sham orbitals obey

$$\left[-\nabla^2-\partial_q^2+v_S(\mathbf r,q)\right]\varphi_k=\varepsilon_k\varphi_k,\qquad v_S=v'+v_H+v_{xc}. \tag{14}$$

The mean field of (7) is $v_H(\mathbf r,q)=\int n(\mathbf r',q')W\,d\mathbf r'dq'$. With $\mathbf D=\int\mathbf r\,n\,d\mathbf r\,dq$ and $Q=\int q\,n\,d\mathbf r\,dq$,

$$v_H=\int\frac{2\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'-\frac{\omega}{\sqrt N}\left(q\,\boldsymbol\lambda\cdot\mathbf D+Q\,\boldsymbol\lambda\cdot\mathbf r\right)+2(\boldsymbol\lambda\cdot\mathbf r)(\boldsymbol\lambda\cdot\mathbf D). \tag{15}$$

The remainder $v_{xc}$ must be approximated. The Kohn–Sham determinant reproduces the density and is not the physical wavefunction; in general it violates (9). For a singlet pair in one dressed orbital, expand $\varphi(\mathbf r,q)=\sum_ks_kf_k(\mathbf r)g_k(q)$ with orthonormal $f_k$ and $g_k$, $s_k>0$ and $\sum_ks_k^2=1$. Exchanging $q_1$ and $q_2$ in $\varphi(\mathbf r_1,q_1)\varphi(\mathbf r_2,q_2)$ and taking the overlap makes all four expansion indices equal:

$$\langle P^q\rangle=\sum_ks_k^4\le1. \tag{16}$$

Equality requires a single term, $\varphi=f(\mathbf r)g(q)$. An orbital that correlates its electron with $q$ thus breaks the $q$ symmetry. Its electronic occupations are $s_k^2\le1$ for each spin, so the bound on $\gamma_e$ does not detect this violation.

As an example, take two electrons in a one-dimensional hard-wall box of length 4 bohr, with repulsion $2/\sqrt{(x_1-x_2)^2+1}$ Ry, $x$ now denoting position, and $\lambda=0.3$ Ry$^{1/2}$/bohr. These are model parameters. The physical problem in $(x_1,x_2,p)$ and the dressed one in $(x_1,q_1,x_2,q_2)$ were diagonalized separately, with 8 box orbitals and up to 6 quanta. Enlarging the basis to 12 orbitals and 12 quanta changes $E_F$ and $E_B$ by less than $10^{-6}$ Ry. The numerical output lists the values.

For $\omega=0.5$ Ry, the physical problem gives $E_F=4.513$ Ry (61.40 eV) and $E_B=3.080$ Ry (41.91 eV). The dressed problem with electron antisymmetry, less $\omega/2$, returns 4.513 Ry, has $q$ parity $+1$, and gives the same mode occupation, 0.0019, as the physical one. The difference $E_F-E_B=1.433$ Ry exceeds $\omega$, so joint antisymmetry must fail. Equation (10), less $\omega/2$, predicts $3.080+0.500=3.580$ Ry, which is what the diagonalization finds. This lies 0.933 Ry, about 12.7 eV, below the physical energy. The false state has $q$ parity $-1$ and a largest electronic occupation of 1.975, though its largest polaritonic occupation is 0.988. For $\omega=2.5$ Ry the difference is 1.447 Ry, smaller than $\omega$, and both symmetries give 5.498 Ry.

The singlet pair shows what a dressed orbital can gain. In dressed Hartree–Fock theory the energy of $\varphi\varphi$ is minimized, here within orbitals even under the joint reflection $(x,q)\to(-x,-q)$. By the singlet argument above, the result less $\omega/2$ is an upper bound to $E_B$. For $\omega=0.5$ Ry a factorized orbital, with even $f$ and the oscillator ground state, gives 3.1345 Ry, the dressed orbital 3.1236 Ry, and full diagonalization 3.0801 Ry. The dressed orbital recovers $0.0109/0.0544$, or 20%, of the energy missing from the factorized one. For $\omega=2.5$ Ry the three energies are 4.1345, 4.1056 and 4.0506 Ry, and the share is $0.0289/0.0839$, or 34%. The missing energy includes Coulomb correlation. The values of $\langle P^q\rangle$, 0.995 and 0.993, measure the broken constraint.

The case without repulsion separates the photon part. Let $\Delta_a$ be the excitation energy from the lowest box orbital to orbital $a$, and $x_{a0}$ the matrix element of $x$; $x_{00}=0$ by reflection. Since $p\,g_0=g_1/\sqrt\omega$, the coupling $-\omega\lambda p(x_1+x_2)$ excites either electron with amplitude $-\sqrt\omega\,\lambda x_{a0}$. To second order in $\lambda$, the photon-exchange energy, which comes from each electron emitting and reabsorbing a quantum, is

$$\Delta E=-2\omega\lambda^2\sum_a\frac{|x_{a0}|^2}{\Delta_a+\omega}. \tag{17}$$

In the reflection-even product $\varphi\varphi$, the means of $x$ and $q$ vanish, and so does the expectation value of $W_{12}$. What remains is $-(\omega/\sqrt2)\lambda qx$ in $h$, with amplitude $-\sqrt{\omega/2}\,\lambda x_{a0}$. Its square is half as large, so the two electrons together recover $\Delta E/2$. The other half comes from $q_1x_2+q_2x_1$, which correlates one electron with the coordinate carried by the other. The term $(\lambda x)^2$ in $h$ contributes equally to the factorized, dressed and full energies at order $\lambda^2$, and cancels in the comparison. For $\omega=0.5$ Ry and $\lambda=0.01$ Ry$^{1/2}$/bohr, full diagonalization and (17) both give $-2.212\times10^{-5}$ Ry, and the recovered fraction is 0.500. This value of one half is a weak-coupling result for the singlet pair without repulsion; with more electrons, exchange between dressed orbitals also enters.

## Numbers as computed

```
box length 4.0 bohr; coupling lambda 0.30 Ry^(1/2)/bohr
basis: 8 box orbitals, up to 6 quanta in total
extra quanta of antisymmetric q state, three electrons: 3
--- mode energy omega = 0.50 Ry = 6.803 eV
E_F, direct, spin-polarized: 4.513135 Ry = 61.4043 eV
E_B, direct, singlet: 3.080080 Ry = 41.9066 eV
E_F - E_B: 1.433056 Ry
dressed, electron antisymmetry, less omega/2: 4.513135 Ry
dressed, joint antisymmetry, less omega/2: 3.580080 Ry
error from missing constraint: -0.933056 Ry
q-exchange parity, electron / joint: 1.0000 / -1.0000
largest electronic occupation, electron / joint: 0.99995 / 1.97511
largest polaritonic occupation, joint: 0.98756
mode occupation, direct / dressed: 0.001942 / 0.001942
larger-basis change of E_F / E_B: -1.5e-07 / -4.2e-08 Ry
singlet, factorized-orbital HF: 3.134493 Ry
singlet, dressed-orbital HF: 3.123598 Ry
singlet, full diagonalization: 3.080080 Ry
q-exchange expectation of dressed HF pair: 0.995157
--- mode energy omega = 2.50 Ry = 34.014 eV
E_F, direct, spin-polarized: 5.497841 Ry = 74.8019 eV
E_B, direct, singlet: 4.050624 Ry = 55.1115 eV
E_F - E_B: 1.447217 Ry
dressed, electron antisymmetry, less omega/2: 5.497841 Ry
dressed, joint antisymmetry, less omega/2: 5.497841 Ry
error from missing constraint: -0.000000 Ry
q-exchange parity, electron / joint: 1.0000 / 1.0000
largest electronic occupation, electron / joint: 0.99992 / 0.99992
largest polaritonic occupation, joint: 0.99803
mode occupation, direct / dressed: 0.003908 / 0.003908
larger-basis change of E_F / E_B: -6.8e-07 / -1.8e-07 Ry
singlet, factorized-orbital HF: 4.134493 Ry
singlet, dressed-orbital HF: 4.105622 Ry
singlet, full diagonalization: 4.050624 Ry
q-exchange expectation of dressed HF pair: 0.993219
--- no repulsion, omega 0.50 Ry, lambda 0.01 Ry^(1/2)/bohr
photon-exchange energy, full: -2.21215e-05 Ry
photon-exchange energy, second-order sum: -2.21207e-05 Ry
fraction recovered by dressed HF: 0.49996
```
